# Detailed Balance of Golden-Rule Rates and Its Loss in Classical Mean-Surface Averaging: a program that tests the result

```python
# Golden-rule rates between diabatic states 1, 2 (hbar = 1, energies in eV, time in 1/eV,
# mass-weighted q in eV^-1/2):  k12 = Delta^2 int dt C12(t),
#   C12(t) = Tr[exp(-beta H1) exp(i H1 t) V exp(-i H2 t) V]/Z1.
# Under test: KMS  Z1 C12(t - i beta) = Z2 C21(-t)  and  k12/k21 = Z2/Z1.
# Classical schemes: <V(t)V(0) exp(+-i int U)>, U = H1-H2, motion on Hm = (H1+H2)/2.
#   M: sampled from exp(-beta Hm): k12 = k21.   I: sampled from the initial surface.
# Spin-boson: C12 = exp(i eps t - g), S Huang-Rhys factor, lam reorganization energy,
# Ohmic S(w) = K exp(-w/wc)/w, K = lam/wc, b = beta wc, exp(-g) = int P(E) exp(-iEt) dE.
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.linalg import expm, eigh
from scipy.special import loggamma
from scipy.integrate import quad

T, lam, wc, eps, Delta = 300.0, 0.20, 0.01, 0.10, 0.001
kT = sc.k*T/sc.e
beta = 1/kT
hbar = sc.hbar/sc.e
h = 0.5
tg = h*np.arange(-800, 801)

def g_exact(t, lam, wc):
    kap = 1/(beta*wc)
    t = t + 0j
    return lam/wc*(np.log(1+1j*wc*t) + 2*loggamma(1+kap)
                   - loggamma(1+kap+1j*t/beta) - loggamma(1+kap-1j*t/beta))
def g_M(t, lam, wc):
    return 2*lam/(wc*beta)*(t*np.arctan(wc*t) - np.log1p((wc*t)**2)/(2*wc))
def g_I(t, lam, wc):
    return g_M(t, lam, wc) + 1j*lam/wc*np.arctan(wc*t)
def rate(g, e, lam, wc):   # ns^-1
    val = h*np.sum(np.exp(1j*e*tg - g(tg, lam, wc)))
    assert abs(val.imag) < 1e-10
    return Delta**2*val.real/hbar*1e-9

def kinetic(q):   # sinc grid representation of p^2/2
    n = np.arange(len(q)); D = n[:, None]-n[None, :]; dx = q[1]-q[0]
    return np.where(D == 0, np.pi**2/6, (-1.0)**D/np.where(D == 0, 1, D)**2)/dx**2
def quantum_corr(Ha, Hb, V, t):
    Ea, Ua = eigh(Ha); Eb, Ub = eigh(Hb)
    W = (Ua.T@V@Ub)**2; Z = np.sum(np.exp(-beta*Ea))
    inner = W@np.exp(-1j*np.outer(Eb, t))
    return np.sum(np.exp(-beta*Ea)[:, None]*np.exp(1j*np.outer(Ea, t))*inner, 0)/Z, Z
def trajectories(force, gap, q0, p0, dt, n):   # RK4 for q, p and phase int U
    f = lambda y: np.array([y[1], force(y[0]), gap(y[0])])
    y = np.array([q0, p0, 0*q0]); Q = [y[0]]; PH = [y[2]]
    for _ in range(n):
        a = f(y); b2 = f(y+dt/2*a); c = f(y+dt/2*b2); d2 = f(y+dt*c)
        y = y + dt/6*(a+2*b2+2*c+d2); Q.append(y[0]); PH.append(y[2])
    return np.array(Q), np.array(PH)

print(f"T = {T:.0f} K, kT = {kT:.6f} eV, beta = {beta:.4f} 1/eV, hbar = {hbar:.6e} eV s")

# anharmonic, unequal-curvature, non-Condon mode
w1, w2, d, gam, slope = 0.04, 0.06, 6.0, 1e-5, 0.05
V1 = lambda q: w1**2*(q+d/2)**2/2 + gam*(q+d/2)**4
V2 = lambda q: w2**2*(q-d/2)**2/2 - eps
Vc = lambda q: 1 + slope*q
q = np.linspace(-30, 30, 101)
H1, H2, V = kinetic(q)+np.diag(V1(q)), kinetic(q)+np.diag(V2(q)), np.diag(Vc(q))
C12, Z1 = quantum_corr(H1, H2, V, tg)
C21, Z2 = quantum_corr(H2, H1, V, tg)
for t in (7.0, 31.0):
    z = t - 1j*beta
    lhs = np.trace(expm(-(beta-1j*z)*H1)@V@expm(-1j*z*H2)@V)
    rhs = Z2*quantum_corr(H2, H1, V, np.array([-t]))[0][0]
    assert abs(lhs-rhs) < 1e-8*Z2
print(f"anharmonic mode: w1 = {w1} eV, w2 = {w2} eV, d = {d} eV^-1/2, offset = {eps} eV")
print(f"  quartic = {gam} eV^3, non-Condon slope = {slope} eV^1/2, bath lam = {lam} eV, wc = {wc} eV")
print(f"  t = {t:.0f} 1/eV: Z1 C12(t-i beta) = {lhs:.6f}, Z2 C21(-t) = {rhs:.6f}")
damp = np.exp(-g_exact(tg, lam, wc)); even = np.exp(-g_M(tg, lam, wc))
r_q = np.sum(C12*damp).real/np.sum(C21*damp).real
r_c = np.sum(C12*even).real/np.sum(C21*even).real
assert abs(r_q/(Z2/Z1)-1) < 1e-8 and abs(r_c/(Z2/Z1)-1) > 0.1
print(f"  Z2/Z1 = {Z2/Z1:.6f}, k12/k21 quantum bath = {r_q:.6f}, real even damping = {r_c:.4f}")
q0, p0 = [a.ravel() for a in np.meshgrid(np.linspace(-22, 22, 81), np.linspace(-1.2, 1.2, 81)+0.011)]
force = lambda q: -(w1**2*(q+d/2) + 4*gam*(q+d/2)**3 + w2**2*(q-d/2))/2
gap = lambda q: V1(q)-V2(q)
wm = np.exp(-beta*(p0**2/2 + (V1(q0)+V2(q0))/2)); wm /= wm.sum()
kf = kb = 0
for sgn in (1, -1):
    Q, PH = trajectories(force, gap, q0, p0, sgn*0.25, 320)
    wt = np.exp(-g_M(0.25*np.arange(321), lam, wc)); wt[0] /= 2
    c = (Vc(Q)*np.exp(1j*PH))@(wm*Vc(q0))
    kf, kb = kf + np.sum(wt*c), kb + np.sum(wt*np.conj(c))
    if sgn == 1: cf = c
    else: assert np.max(abs(c-np.conj(cf))*wt) < 1e-6   # C12(-t) = C21(t)
Zcl = np.sum(wm*np.exp(beta*gap(q0)/2))/np.sum(wm*np.exp(-beta*gap(q0)/2))
assert abs(kf/kb-1) < 1e-5 and Zcl > 2
print(f"  scheme M trajectories: k12/k21 = {(kf/kb).real:.6f}, classical Z2/Z1 = {Zcl:.4f}")

# one displaced harmonic mode at eps = 0: correlation functions and line weights
S = 0.5
for w in (0.03, 0.08):
    dd = np.sqrt(2*S/w); x = beta*w/2; n = 512; dt = 2*np.pi/w/n; t = dt*np.arange(n)
    q = np.linspace(-10, 10, 141)/np.sqrt(w)
    Cq, _ = quantum_corr(kinetic(q)+np.diag(w**2*(q+dd/2)**2/2),
                         kinetic(q)+np.diag(w**2*(q-dd/2)**2/2), np.eye(141), t)
    u = np.linspace(-9, 9, 71)
    q0, p0 = [a.ravel() for a in np.meshgrid(u*np.sqrt(kT)/w - dd/4, u*np.sqrt(kT))]
    _, PH = trajectories(lambda q: -w**2*q, lambda q: w**2*dd*q, q0, p0, dt, n-1)
    avg = lambda s: np.exp(1j*PH)@(lambda r: r/r.sum())(np.exp(-beta*(p0**2+w**2*(q0+s)**2)/2))
    CM, CI = avg(0.0), avg(dd/2)
    c1, s1 = 1-np.cos(w*t), np.sin(w*t)
    assert np.max(abs(Cq-np.exp(-S*(c1/np.tanh(x)+1j*s1)))) < 1e-8
    assert np.max(abs(CM-np.exp(-S*c1/x))) < 1e-7
    assert np.max(abs(CI-np.exp(-S*(c1/x+1j*s1)))) < 1e-7
    P = lambda C, m: np.mean(C*np.exp(1j*m*w*t)).real
    for m in (1, 2):
        assert abs(P(Cq, m)/P(Cq, -m)/np.exp(2*m*x)-1) < 1e-4
        assert abs(P(CM, m)/P(CM, -m)-1) < 1e-4
        assert abs(P(CI, m)/P(CI, -m)/((1+x)/(1-x))**m-1) < 1e-4
    assert (P(CI, -1) < 0) == (x > 1)
    print(f"one mode w = {w} eV, S = {S}, x = {x:.4f}, exp(2x) = {np.exp(2*x):.4f}, (1+x)/(1-x) = {(1+x)/(1-x):.4f}")
    for nm, C in (("exact", Cq), ("M", CM), ("I", CI)):
        print(f"  {nm}: P(+1) = {P(C,1):.6f}, P(-1) = {P(C,-1):.6f}, ratio = {P(C,1)/P(C,-1):.4f}")

# series behind the sum-rule violation of scheme I
y = sp.symbols('y')
ser = sp.expand(sp.series(2*(sp.cosh(y)-1)/y - sp.sinh(y), y, 0, 10).removeO())
for k in range(1, 6):
    assert ser.coeff(y, 2*k-1) == -(1-sp.Rational(1, k))/sp.factorial(2*k-1)

# Ohmic closed forms against frequency quadrature
for t in (30.0, 120.0):
    I = lambda f: quad(lambda w: lam/wc*np.exp(-w/wc)/w*f(w), 0, 60*wc, limit=500, epsabs=1e-11, epsrel=1e-11)[0]
    im = I(lambda w: np.sin(w*t))
    assert abs(g_exact(t, lam, wc)-(I(lambda w: 2*np.sin(w*t/2)**2/np.tanh(beta*w/2))+1j*im)) < 1e-7
    assert abs(g_I(t, lam, wc)-(I(lambda w: 4*np.sin(w*t/2)**2/(beta*w))+1j*im)) < 1e-7
assert np.max(abs(g_exact(tg-1j*beta, lam, wc)-g_exact(-tg, lam, wc))) < 1e-9
shifted = [h*np.sum(np.exp(1j*eps*(tg-1j*s)-g_exact(tg-1j*s, lam, wc))) for s in (0, beta/3, beta/2, beta)]
assert max(abs(v/shifted[0]-1) for v in shifted) < 1e-9

# sum rule int P(E) exp(-beta E) dE by energy quadrature
lam_s = 0.04; b = beta*wc; Ks = lam_s/wc
E = np.linspace(-0.45, 0.6, 526)
pred = {"exact": 1.0, "M": np.exp(Ks*(2*np.arctanh(b)+np.log(1-b*b)/b)),
        "I": np.exp(Ks*(np.arctanh(b)+np.log(1-b*b)/b))}
print(f"sum rule: lam = {lam_s} eV, wc = {wc} eV, K = {Ks:.1f}, b = {b:.5f}")
for nm, g in (("exact", g_exact), ("M", g_M), ("I", g_I)):
    PE = (h/(2*np.pi)*np.exp(1j*np.outer(E, tg))@np.exp(-g(tg, lam_s, wc))).real
    sr = (E[1]-E[0])*np.sum(PE*np.exp(-beta*E))
    assert abs(sr/pred[nm]-1) < 1e-4
    print(f"  {nm}: quadrature = {sr:.5f}, formula = {pred[nm]:.5f}")

# worked example
print(f"example: lam = {lam} eV, wc = {wc} eV, eps = {eps} eV, Delta = {Delta} eV")
print(f"  K = {lam/wc:.1f}, b = {b:.5f}, kappa = {1/b:.5f}, beta eps = {beta*eps:.5f}, exp = {np.exp(beta*eps):.4f}")
marcus = lambda e: Delta**2*np.sqrt(np.pi*beta/lam)*np.exp(-beta*(e-lam)**2/(4*lam))/hbar*1e-9
res = {nm: (rate(g, eps, lam, wc), rate(g, -eps, lam, wc)) for nm, g in (("exact", g_exact), ("M", g_M), ("I", g_I))}
res["Marcus"] = (marcus(eps), marcus(-eps))
for nm, (a, c) in res.items():
    print(f"  {nm}: k12 = {a:.5f} 1/ns, k21 = {c:.5f} 1/ns, ratio = {a/c:.4f}, donor population = {c/(a+c):.5f}")
assert abs(res["M"][0]/res["M"][1]-1) < 1e-9
assert res["I"][0]/res["I"][1] > 1.03*np.exp(beta*eps)
fac = np.exp(-beta*eps/2+beta*lam/4)
print(f"  static factor exp(-beta eps/2 + beta lam/4) = {fac:.5f}")
print("scan over wc; excess = ln(k12/k21 of scheme I) - beta eps")
for w in (0.0025, 0.005, 0.01, 0.02):
    a, c = rate(g_exact, eps, lam, w), rate(g_exact, -eps, lam, w)
    assert abs(a/c/np.exp(beta*eps)-1) < 1e-8
    ai, ci, am = rate(g_I, eps, lam, w), rate(g_I, -eps, lam, w), rate(g_M, eps, lam, w)
    lead = beta*eps*(beta*w)**2/6
    print(f"  wc = {w} eV: b = {beta*w:.4f}, exact k12 = {a:.4f}, k21 = {c:.5f}, M k = {am:.4f} 1/ns")
    line = f"    I k12 = {ai:.4f}, k21 = {ci:.5f} 1/ns, ratio = {ai/ci:.3f}, leading excess = {lead:.5f}"
    if ci > 0:
        line += f", excess = {np.log(ai/ci)-beta*eps:.5f}"
    print(line)
    if w == 0.0025:   # slow bath: corrections are of relative order b^2, about 1 percent
        assert abs((np.log(ai/ci)-beta*eps)/lead-1) < 0.05
        assert abs(a/marcus(eps)-1) < 0.01 and abs(ai/marcus(eps)-1) < 0.01
        assert abs(am/(marcus(eps)*fac)-1) < 0.01
        print(f"    k_M/k_Marcus = {am/marcus(eps):.5f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
T = 300 K, kT = 0.025852 eV, beta = 38.6817 1/eV, hbar = 6.582120e-16 eV s
anharmonic mode: w1 = 0.04 eV, w2 = 0.06 eV, d = 6.0 eV^-1/2, offset = 0.1 eV
  quartic = 1e-05 eV^3, non-Condon slope = 0.05 eV^1/2, bath lam = 0.2 eV, wc = 0.01 eV
  t = 31 1/eV: Z1 C12(t-i beta) = -3.377949-4.224391j, Z2 C21(-t) = -3.377949-4.224391j
  Z2/Z1 = 35.738562, k12/k21 quantum bath = 35.738562, real even damping = 1.2683
  scheme M trajectories: k12/k21 = 1.000000, classical Z2/Z1 = 37.2353
one mode w = 0.03 eV, S = 0.5, x = 0.5802, exp(2x) = 3.1914, (1+x)/(1-x) = 3.7645
  exact: P(+1) = 0.303733, P(-1) = 0.095173, ratio = 3.1914
  M: P(+1) = 0.199436, P(-1) = 0.199436, ratio = 1.0000
  I: P(+1) = 0.305695, P(-1) = 0.081205, ratio = 3.7645
one mode w = 0.08 eV, S = 0.5, x = 1.5473, exp(2x) = 22.0770, (1+x)/(1-x) = -4.6545
  exact: P(+1) = 0.304820, P(-1) = 0.013807, ratio = 22.0770
  M: P(+1) = 0.118492, P(-1) = 0.118492, ratio = 1.0000
  I: P(+1) = 0.292536, P(-1) = -0.062850, ratio = -4.6545
sum rule: lam = 0.04 eV, wc = 0.01 eV, K = 4.0, b = 0.38682
  exact: quadrature = 1.00000, formula = 1.00000
  M: quadrature = 4.89575, formula = 4.89575
  I: quadrature = 0.95711, formula = 0.95711
example: lam = 0.2 eV, wc = 0.01 eV, eps = 0.1 eV, Delta = 0.001 eV
  K = 20.0, b = 0.38682, kappa = 2.58520, beta eps = 3.86817, exp = 47.8549
  exact: k12 = 23.32984 1/ns, k21 = 0.48751 1/ns, ratio = 47.8549, donor population = 0.02047
  M: k12 = 23.05711 1/ns, k21 = 23.05711 1/ns, ratio = 1.0000, donor population = 0.50000
  I: k12 = 23.35402 1/ns, k21 = 0.44088 1/ns, ratio = 52.9710, donor population = 0.01853
  Marcus: k12 = 23.09172 1/ns, k21 = 0.48254 1/ns, ratio = 47.8549, donor population = 0.02047
  static factor exp(-beta eps/2 + beta lam/4) = 1.00000
scan over wc; excess = ln(k12/k21 of scheme I) - beta eps
  wc = 0.0025 eV: b = 0.0967, exact k12 = 23.1072, k21 = 0.48286, M k = 23.0896 1/ns
    I k12 = 23.1079, k21 = 0.47996 1/ns, ratio = 48.145, leading excess = 0.00603, excess = 0.00605
    k_M/k_Marcus = 0.99991
  wc = 0.005 eV: b = 0.1934, exact k12 = 23.1531, k21 = 0.48382, M k = 23.0830 1/ns
    I k12 = 23.1565, k21 = 0.47222 1/ns, ratio = 49.038, leading excess = 0.02412, excess = 0.02442
  wc = 0.01 eV: b = 0.3868, exact k12 = 23.3298, k21 = 0.48751, M k = 23.0571 1/ns
    I k12 = 23.3540, k21 = 0.44088 1/ns, ratio = 52.971, leading excess = 0.09646, excess = 0.10157
  wc = 0.02 eV: b = 0.7736, exact k12 = 23.9502, k21 = 0.50048, M k = 22.9548 1/ns
    I k12 = 24.1813, k21 = 0.30955 1/ns, ratio = 78.117, leading excess = 0.38586, excess = 0.49004
ALL CHECKS PASSED
```
